# Berry curvature dipole of tilted Dirac cones, and why rotations kill it: a program that tests the result

```python
"""Berry curvature dipole D = sum_bands int d2k/(2 pi)^2 f0 grad(Omega) in 2D.

Result under test, for a time-reversed pair of tilted massive Dirac cones
  H_s = s v kx sx + v ky sy + m sz + s w.k,   s = +1, -1   (hbar = 1),
at zero temperature, |mu| > |m|, to first order in the tilt velocity w:
  D = -sgn(mu) 3 m (mu^2 - m^2) w / (4 pi mu^4).
Also tested: any n-fold rotation axis normal to the plane forces D = 0.
v: Dirac velocity, m: mass (half gap), mu: chemical potential,
Omega = dx Ay - dy Ax with A = i<u|grad u>.  Hartree atomic units for cones;
lattice models use hopping = 1 and bond length (or lattice constant) = 1.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
ID = np.eye(2, dtype=complex)


def combine(d0, dx, dy, dz):
    """Matrix d0 + d.sigma for arrays of coefficients."""
    return sum(np.asarray(c)[..., None, None] * p
               for c, p in ((d0, ID), (dx, SX), (dy, SY), (dz, SZ)))


def cone(tilt_sign, chirality, w, v, m):
    def hamiltonian(k):
        kx, ky = k[..., 0], k[..., 1]
        return combine(tilt_sign * (w[0] * kx + w[1] * ky),
                       chirality * v * kx, v * ky, m + 0 * kx)
    return hamiltonian


def curvature(ham, k, h):
    """Curvature of both bands from eigenvectors and velocity matrices."""
    energy, vec = np.linalg.eigh(ham(k))
    bra = np.conj(np.swapaxes(vec, -1, -2))
    vel = []
    for step in h * np.eye(2):
        vel.append(bra @ ((ham(k + step) - ham(k - step)) / (2 * h)) @ vec)
    gap2 = (energy[..., 1] - energy[..., 0])**2
    low = -2 * np.imag(vel[0][..., 0, 1] * vel[1][..., 1, 0]) / gap2
    high = -2 * np.imag(vel[0][..., 1, 0] * vel[1][..., 0, 1]) / gap2
    return np.stack([low, high], axis=-1)


def curvature_gradient(ham, k, h):
    """Array [..., band, direction]."""
    return np.stack([(curvature(ham, k + s, h) - curvature(ham, k - s, h))
                     / (2 * h) for s in h * np.eye(2)], axis=-1)


def plaquette_curvature(ham, k, band, side):
    """Curvature from the phase around a small square centred on k."""
    corners = k + side / 2 * np.array([[-1, -1], [1, -1], [1, 1], [-1, 1]])
    u = np.linalg.eigh(ham(corners))[1][:, :, band]
    loop = np.prod([np.vdot(u[i], u[(i + 1) % 4]) for i in range(4)])
    return -np.angle(loop) / side**2


def cone_dipole(ham, mu, v, m, n_angle=48, n_radius=28):
    """Full tilted Fermi sea at T = 0; a filled band contributes zero."""
    band = 1 if mu > 0 else 0
    x, weight = np.polynomial.legendre.leggauss(n_radius)
    total = np.zeros(2)
    for angle in 2 * np.pi * np.arange(n_angle) / n_angle:
        unit = np.array([np.cos(angle), np.sin(angle)])
        edge = brentq(lambda r: np.linalg.eigvalsh(ham(r * unit))[band] - mu,
                      0, 4 * abs(mu) / v)
        r = edge * (x + 1) / 2
        grad = curvature_gradient(ham, r[:, None] * unit,
                                  1e-4 * abs(m) / v)[:, band, :]
        total += (weight * r * edge / 2) @ grad
    return np.sign(mu) * total * (2 * np.pi / n_angle) / (2 * np.pi)**2


def pair_dipole(w, v, m, mu):
    return sum(cone_dipole(cone(s, s, w, v, m), mu, v, m) for s in (1, -1))


def first_order(w, m, mu):
    return (-np.sign(mu) * 3 * m * (mu**2 - m**2)
            / (4 * np.pi * mu**4) * np.asarray(w))


def correction_coefficient(m, mu):
    """Relative correction to the first-order dipole, per (w/v)^2."""
    return m**2 * (5 * m**2 - 3 * mu**2) / (2 * mu**2 * (mu**2 - m**2))


v, m, mu = 0.2, 0.005, 0.008
w = np.array([0.02, 0.0])
bohr = constants.physical_constants["Bohr radius"][0] * 1e10
hartree = constants.physical_constants["Hartree energy in eV"][0]

# Time reversal, and curvature with its sign from the geometric definition
k_test = np.array([0.013, -0.021])
assert np.allclose(cone(-1, -1, w, v, m)(k_test),
                   np.conj(cone(1, 1, w, v, m)(-k_test)), atol=1e-15)
for s in (1, -1):
    ham = cone(s, s, w, v, m)
    for band, sign in ((0, 1), (1, -1)):
        eps = np.sqrt(v**2 * k_test @ k_test + m**2)
        formula = sign * s * m * v**2 / (2 * eps**3)
        loop = plaquette_curvature(ham, k_test, band, 1e-3 * m / v)
        kubo = curvature(ham, k_test, 1e-4 * m / v)[band]
        assert abs(loop / formula - 1) < 1e-4
        assert abs(kubo / formula - 1) < 1e-7

print("CONES: Hartree atomic units")
print(f"velocity v = {v:.3f} a.u., tilt w_x = {w[0]:.3f} a.u.")
print(f"tilt ratio w/v = {w[0] / v:.3f}")
print(f"mass m = {m:.4f} hartree = {m * hartree:.4f} eV")
print(f"chemical potential mu = {mu:.4f} hartree = {mu * hartree:.4f} eV")
print(f"untilted Fermi wavevector = {np.sqrt(mu**2 - m**2) / v:.5f} 1/bohr")
centre = curvature(cone(1, 1, w, v, m), np.zeros(2), 1e-4 * m / v)[1]
print(f"upper-band curvature at k=0, s=+1 = {centre:.2f} bohr^2")

# Worked example: each cone, then the pair
single = [cone_dipole(cone(s, s, w, v, m), mu, v, m) for s in (1, -1)]
full = single[0] + single[1]
linear = first_order(w, m, mu)
assert np.allclose(single[0], single[1], rtol=1e-6, atol=1e-7)
assert abs(full[1]) < 1e-6
deviation = full[0] / linear[0] - 1
predicted = correction_coefficient(m, mu) * (w[0] / v)**2
assert abs(deviation - predicted) < 2e-5
print(f"full D_x of cone s=+1 = {single[0][0]:.5f} bohr")
print(f"full D_x of cone s=-1 = {single[1][0]:.5f} bohr")
print(f"first-order D_x of pair = {linear[0]:.5f} bohr"
      f" = {linear[0] * bohr:.5f} angstrom")
print(f"full D_x of pair = {full[0]:.5f} bohr")
print(f"relative deviation, measured = {100 * deviation:.4f} percent")
print(f"relative deviation, predicted = {100 * predicted:.4f} percent")

# Other fillings, including holes; small tilt isolates each order
print("FILLING SCAN: mu (hartree), first-order D_x, full D_x (bohr)")
small = np.array([0.03 * v, 0.0])
for level in (0.006, 0.008, 0.010, 0.015, -0.008):
    exact = pair_dipole(small, v, m, level)[0]
    ratio = exact / first_order(small, m, level)[0] - 1
    assert abs(ratio / 0.03**2 - correction_coefficient(m, level)) < 5e-3
    print(f"{level:8.4f} {first_order(w, m, level)[0]:10.5f}"
          f" {pair_dipole(w, v, m, level)[0]:10.5f}")

# Direction of the tilt, independence of v, sign of the mass
tiny = 0.002
turned = tiny * np.array([np.cos(0.7), np.sin(0.7)])
assert np.allclose(pair_dipole(turned, v, m, mu),
                   first_order(turned, m, mu), rtol=1e-4)
along = np.array([tiny, 0.0])
for speed, mass in ((2 * v, m), (v, -m)):
    assert np.isclose(pair_dipole(along, speed, mass, mu)[0],
                      first_order(along, mass, mu)[0], rtol=1e-4)

# Filling that maximizes the dipole
best = minimize_scalar(lambda e: -abs(pair_dipole(along, v, m, e)[0]),
                       bounds=(1.1 * m, 2.5 * m), method="bounded",
                       options={"xatol": 1e-4 * m})
peak = -best.fun * w[0] / tiny
assert abs(best.x / m - np.sqrt(2)) < 3e-3
assert abs(peak / (3 * w[0] / (16 * np.pi * m)) - 1) < 1e-4
print(f"maximum of |D|: mu/m = {best.x / m:.3f}")
print(f"maximum |D_x| scaled to w_x above = {peak:.4f} bohr")

# Opposite tilts but equal curvature: partners under a twofold rotation
equal = sum(cone_dipole(cone(s, 1, w, v, m), mu, v, m) for s in (1, -1))
assert np.max(np.abs(equal)) < 1e-6
print(f"equal-curvature pair: |D| < 1e-6 bohr is {np.hypot(*equal) < 1e-6}")

# Lattice models for the rotation theorem
root3 = np.sqrt(3)
BONDS = np.array([[0, 1], [root3 / 2, -0.5], [-root3 / 2, -0.5]])
CELLS = np.array([[root3, 0], [-root3 / 2, 1.5], [-root3 / 2, -1.5]])


def honeycomb(staggered, valley_odd, scalar_hops):
    """Staggered mass, valley-odd mass, and three second-neighbour hops."""
    def hamiltonian(k):
        f = np.exp(1j * (k @ BONDS.T)).sum(axis=-1)
        phase = k @ CELLS.T
        mass = staggered + 2 * valley_odd * np.sin(phase).sum(axis=-1)
        return combine(2 * np.cos(phase) @ np.array(scalar_hops),
                       f.real, -f.imag, mass)
    return hamiltonian


def square(tilt):
    def hamiltonian(k):
        sx, sy = np.sin(k[..., 0]), np.sin(k[..., 1])
        return combine(tilt * sx, sx, sy, 2.5 - np.cos(k).sum(axis=-1))
    return hamiltonian


def lattice_dipole(ham, cell_vectors, level, temperature, n=90):
    """Brillouin-zone sum on a shifted mesh that lacks the rotation."""
    recip = 2 * np.pi * np.linalg.inv(cell_vectors).T
    i, j = np.meshgrid(np.arange(n) + 0.31, np.arange(n) + 0.12)
    k = np.stack([i.ravel(), j.ravel()], axis=-1) / n @ recip
    occupation = expit((level - np.linalg.eigvalsh(ham(k))) / temperature)
    grad = curvature_gradient(ham, k, 1e-4)
    area = abs(np.linalg.det(cell_vectors))
    return np.einsum("kb,kba->a", occupation, grad) / len(k) / area


even, uneven = (0.1, 0.1, 0.1), (0.1, 0.0, 0.0)
hexagonal, simple = CELLS[:2], np.eye(2)
cases = [
    ("honeycomb, sixfold axis", honeycomb(0, 0.06, even), hexagonal, 0.5, True),
    ("honeycomb, threefold axis", honeycomb(0.3, 0, even), hexagonal, 0.5, True),
    ("honeycomb, twofold axis", honeycomb(0, 0.06, uneven), hexagonal, 0.5, True),
    ("honeycomb, no axis", honeycomb(0.3, 0, uneven), hexagonal, 0.5, False),
    ("square, fourfold axis", square(0.0), simple, 0.8, True),
    ("square, no axis", square(0.3), simple, 0.8, False),
]
temperature = 0.08
print("LATTICES: hopping = 1, length unit = bond or lattice constant")
print(f"temperature = {temperature:.2f}; mu = 0.5 honeycomb, 0.8 square")
print(f"second-neighbour hop along x in 'twofold' and 'no axis' = {uneven[0]}")
for name, ham, cell, level, has_axis in cases:
    dipole = lattice_dipole(ham, cell, level, temperature)
    size = np.hypot(*dipole)
    if has_axis:
        assert size < 1e-6, (name, dipole)
        print(f"{name}: |D| = {size:.1e} length units")
    else:
        assert abs(dipole[0]) > 1e-3, (name, dipole)
        assert abs(dipole[1]) < 1e-6, (name, dipole)
        print(f"{name}: D_x = {dipole[0]:.5f}, |D_y| = {abs(dipole[1]):.1e}"
              " length units")

print("all good")
```

It prints:

```
CONES: Hartree atomic units
velocity v = 0.200 a.u., tilt w_x = 0.020 a.u.
tilt ratio w/v = 0.100
mass m = 0.0050 hartree = 0.1361 eV
chemical potential mu = 0.0080 hartree = 0.2177 eV
untilted Fermi wavevector = 0.03122 1/bohr
upper-band curvature at k=0, s=+1 = -800.00 bohr^2
full D_x of cone s=+1 = -0.11327 bohr
full D_x of cone s=-1 = -0.11327 bohr
first-order D_x of pair = -0.22731 bohr = -0.12029 angstrom
full D_x of pair = -0.22655 bohr
relative deviation, measured = -0.3351 percent
relative deviation, predicted = -0.3355 percent
FILLING SCAN: mu (hartree), first-order D_x, full D_x (bohr)
  0.0060   -0.20263   -0.20368
  0.0080   -0.22731   -0.22655
  0.0100   -0.17905   -0.17853
  0.0150   -0.09431   -0.09417
 -0.0080    0.22731    0.22655
maximum of |D|: mu/m = 1.414
maximum |D_x| scaled to w_x above = 0.2387 bohr
equal-curvature pair: |D| < 1e-6 bohr is True
LATTICES: hopping = 1, length unit = bond or lattice constant
temperature = 0.08; mu = 0.5 honeycomb, 0.8 square
second-neighbour hop along x in 'twofold' and 'no axis' = 0.1
honeycomb, sixfold axis: |D| = 1.6e-11 length units
honeycomb, threefold axis: |D| = 9.2e-10 length units
honeycomb, twofold axis: |D| = 2.8e-11 length units
honeycomb, no axis: D_x = -0.04076, |D_y| = 4.8e-12 length units
square, fourfold axis: |D| = 1.4e-11 length units
square, no axis: D_x = -0.00992, |D_y| = 1.2e-11 length units
all good
```
